# COCG as biconjugate gradients, and its breakdown at self-orthogonal residuals

Let $H$ be a symmetric matrix, $H^T=H$, and let

$$A=zI-H,\qquad z=E+i\eta,\qquad \eta>0 .$$

The system $Ax=b$ gives the response $x=Gb$ of the Green's function $G=A^{-1}$ to a source $b$. Starting from $x_0=0$ and $r_0=p_0=b$, the method of conjugate orthogonal conjugate gradients (COCG) is

$$x_{k+1}=x_k+\alpha_kp_k,\quad r_{k+1}=r_k-\alpha_kAp_k,\quad p_{k+1}=r_{k+1}+\beta_kp_k,$$

$$\alpha_k=\frac{r_k^Tr_k}{p_k^TAp_k},\qquad \beta_k=\frac{r_{k+1}^Tr_{k+1}}{r_k^Tr_k}. \tag{1}$$

The superscript $T$ is a transpose without complex conjugation. These formulas are biconjugate gradients (BiCG) with the shadow residual set to the conjugate of the residual. They break down when $r_k^Tr_k=0$ although $r_k\neq0$, and separately when $p_k^TAp_k=0$. If $H$ and $b$ are both real, neither can happen in exact arithmetic before the solution is reached. A self-orthogonal residual therefore needs a complex source or a complex symmetric $H$.

The algebra uses atomic units. $A$ is assumed to be invertible, which for real $H$ follows from $\eta>0$, because the eigenvalues of $H$ are then real. The method rests on $A^T=A$. A complex Hermitian $H$, such as that of an electron in a magnetic field, has $H^T=\bar H\neq H$ and lies outside it.

BiCG for a general matrix carries a second set of vectors, the shadow residuals $s_k$ and shadow directions $q_k$. The first set obeys the three recurrences above, and the second obeys

$$s_{k+1}=s_k-\bar\alpha_kA^\dagger q_k,\qquad q_{k+1}=s_{k+1}+\bar\beta_kq_k,\qquad q_0=s_0,$$

$$\alpha_k=\frac{s_k^\dagger r_k}{q_k^\dagger Ap_k},\qquad \beta_k=\frac{s_{k+1}^\dagger r_{k+1}}{s_k^\dagger r_k}. \tag{2}$$

The coefficients are chosen so that, for $i\neq j$,

$$s_i^\dagger r_j=0,\qquad q_i^\dagger Ap_j=0. \tag{3}$$

The proof is by induction. Suppose (3) holds for all indices up to $k$ and no denominator or $\alpha_i$ has vanished. For $i\le k$,

$$s_i^\dagger r_{k+1}=s_i^\dagger r_k-\alpha_k\,s_i^\dagger Ap_k .$$

Since $s_i=q_i-\bar\beta_{i-1}q_{i-1}$, with the second term absent for $i=0$, we have $s_i^\dagger Ap_k=q_i^\dagger Ap_k-\beta_{i-1}q_{i-1}^\dagger Ap_k$. For $i<k$ every term is zero by hypothesis. For $i=k$ what remains is $s_k^\dagger r_k-\alpha_kq_k^\dagger Ap_k$, which is zero by the choice of $\alpha_k$. The same argument with the two sets exchanged gives $s_{k+1}^\dagger r_i=0$.

For the directions, the shadow recurrence gives $\alpha_iq_i^\dagger A=s_i^\dagger-s_{i+1}^\dagger$, so that

$$q_i^\dagger Ap_{k+1}=\frac{s_i^\dagger r_{k+1}-s_{i+1}^\dagger r_{k+1}}{\alpha_i}+\beta_kq_i^\dagger Ap_k .$$

For $i<k$ all terms vanish. For $i=k$ the right side is $-s_{k+1}^\dagger r_{k+1}/\alpha_k+\beta_kq_k^\dagger Ap_k$. Inserting $\alpha_k$ turns the first term into $-(s_{k+1}^\dagger r_{k+1}/s_k^\dagger r_k)\,q_k^\dagger Ap_k$, and the choice of $\beta_k$ cancels it. The relation $q_{k+1}^\dagger Ap_i=0$ follows in the same way from $\alpha_iAp_i=r_i-r_{i+1}$. At the start there are no pairs with $i\ne j$, so the induction is complete.

The vectors $s_0,\dots,s_{k-1}$ lie in the Krylov space spanned by $s_0,A^\dagger s_0,\dots,(A^\dagger)^{k-1}s_0$. They are linearly independent, because $s_i^\dagger r_j$ is diagonal with nonzero diagonal, and so they span that space. BiCG thus makes $r_k=b-Ax_k$ orthogonal to the shadow Krylov space. This is a projection condition and not a minimization.

Now let $A^T=A$, so that $A^\dagger=\bar A$, and choose $s_0=\bar b$. If $s_k=\bar r_k$ and $q_k=\bar p_k$ at some step, then $s_k^\dagger r_k=r_k^Tr_k$ and $q_k^\dagger Ap_k=p_k^TAp_k$, and

$$s_{k+1}=\bar r_k-\bar\alpha_k\bar A\bar p_k=\overline{r_{k+1}},\qquad q_{k+1}=\overline{r_{k+1}}+\bar\beta_k\bar p_k=\overline{p_{k+1}} .$$

The relation holds at $k=0$ and hence at every step that exists. The coefficients (2) become (1), the shadow vectors need not be stored, and one matrix product per step suffices instead of two. Equation (3) becomes

$$r_i^Tr_j=0,\qquad p_i^TAp_j=0\qquad(i\neq j). \tag{4}$$

The residual $r_j$ is orthogonal, in the ordinary Hermitian sense, to the conjugate of $r_i$, which explains the name of the method.

One useful consequence concerns the diagonal element $b^TGb=b^Tx$. The error of the iterate is $x-x_k=A^{-1}r_k$, and $b=r_k+Ax_k$. Using $A^T=A$,

$$b^T(x-x_k)=r_k^TA^{-1}r_k+x_k^Tr_k=r_k^TA^{-1}r_k . \tag{5}$$

The last step holds because $x_k$ is a combination of $p_0,\dots,p_{k-1}$, hence of $r_0,\dots,r_{k-1}$, and (4) applies. The error of this element is of second order in the residual. The residual norm itself need not fall at each step, since nothing has been minimized.

To find when the denominators vanish, write the vectors as polynomials in $H$ acting on $b$. Define the bilinear moments $\mu_j=b^TH^jb$. Since $x_k$ is a polynomial in $H$ of degree at most $k-1$ applied to $b$, we may write $r_k=R_k(H)b$ with

$$R_k(h)=1-(z-h)y_k(h),\qquad R_k(z)=1 .$$

Let $p_k=P_k(H)b$. The direction recurrence adds to $R_k$ a polynomial of lower degree, so $P_k$ and $R_k$ have the same leading coefficient $\ell_k$. The residual recurrence, $R_{k+1}=R_k-\alpha_k(z-h)P_k$, gives $\ell_{k+1}=\alpha_k\ell_k$ with $\ell_0=1$. As long as no $\alpha$ has vanished, $R_k$ has degree $k$, and $r_0,\dots,r_{k-1}$ span all vectors $g(H)b$ with $\deg g<k$. By (4),

$$b^Tg(H)R_k(H)b=0\qquad\text{for }\deg g<k .$$

Let $\pi_k=R_k/\ell_k$ be the monic polynomial with this property. Setting $h=z$ gives $1=\ell_k\pi_k(z)$, so that

$$r_k=\frac{\pi_k(H)b}{\pi_k(z)} . \tag{6}$$

The polynomial $\pi_k(h)=h^k+\sum_{j<k}c_jh^j$ is fixed by the linear equations $\sum_{j<k}\mu_{i+j}c_j=-\mu_{i+k}$ for $i=0,\dots,k-1$. Their matrix has the Hankel determinant $D_k=\det(\mu_{i+j})_{i,j=0}^{k-1}$, with $D_0=1$. The energy $z$ does not enter these equations. Define

$$h_k=b^T\pi_k(H)^2b .$$

Passing from the monomials $1,h,\dots,h^k$ to $\pi_0,\dots,\pi_k$ is a triangular change of basis with unit diagonal. It leaves the determinant unchanged and makes the moment matrix diagonal, with entries $h_0,\dots,h_k$. Therefore $D_{k+1}=h_0h_1\cdots h_k$. For $j<k$, (6) gives $h_j=\pi_j(z)^2\,r_j^Tr_j$, which is not zero because $\alpha_j\neq0$ and $\ell_j\pi_j(z)=1$. Hence $D_k=h_0\cdots h_{k-1}\neq0$, the linear equations have a unique solution independent of $z$, and $h_k=D_{k+1}/D_k$. Equation (6) then gives

$$r_k^Tr_k=\frac{h_k}{\pi_k(z)^2}. \tag{7}$$

For the other denominator, suppose $h_k\neq0$, so that $\pi_{k+1}$ exists. The polynomial $(z-h)P_k(h)$ has degree $k+1$ and leading coefficient $-\ell_k$. By (4) it is orthogonal to all polynomials of degree below $k$. It must then have the form

$$(z-h)P_k(h)=-\ell_k\pi_{k+1}(h)+c\,\pi_k(h).$$

At $h=z$ the left side vanishes, so $c=\ell_k\pi_{k+1}(z)/\pi_k(z)=\pi_{k+1}(z)/\pi_k(z)^2$. In $p_k^TAp_k=b^TP_k(H)(z-H)P_k(H)b$, the term with $\pi_{k+1}$ is orthogonal to $P_k$. In the other term, only the leading part $\ell_k\pi_k$ of $P_k$ contributes. The result is

$$p_k^TAp_k=\ell_k\,c\,h_k=\frac{h_k\,\pi_{k+1}(z)}{\pi_k(z)^3},\qquad \alpha_k=\frac{\pi_k(z)}{\pi_{k+1}(z)} . \tag{8}$$

The two failures are now separated. Self-orthogonality of a nonzero residual means $h_k=0$. It is a property of the source and the Hamiltonian, and changing $E$ or $\eta$ does not remove it. A vanishing pivot with $h_k\ne0$ means $\pi_{k+1}(z)=0$. It occurs at particular complex energies and disappears when $z$ is moved off the zero.

Suppose that $H$ and $b$ are real. The moments and the coefficients of $\pi_k$ are then real, and

$$h_k=\|\pi_k(H)b\|^2\ge0 .$$

It vanishes when $\pi_k(H)b=0$, which by (6) means $r_k=0$, so the system has been solved. Before that point, let $\theta$ be a zero of $\pi_{k+1}$ and write $\pi_{k+1}(h)=(h-\theta)s(h)$ with $s$ monic of degree $k$. Put $w=s(H)b$. Orthogonality of $\pi_{k+1}$ to the polynomial $\bar s$ with conjugated coefficients gives

$$0=b^T\bar s(H)(H-\theta)s(H)b=w^\dagger(H-\theta)w .$$

The vector $w$ is not zero. If it were, $H^kb$ would depend linearly on $b,\dots,H^{k-1}b$. Then $\pi_k(H)b$ would lie in the real space spanned by those vectors while being orthogonal to it, and would vanish, contrary to $h_k>0$. Hence $\theta=w^\dagger Hw/w^\dagger w$ is real. Since $\operatorname{Im}z=\eta>0$, $\pi_{k+1}(z)\neq0$ and the pivot cannot vanish. This proves the absence of both breakdowns.

In this real case (6) says that each residual is a real vector times a complex number. Therefore

$$\frac{|r_k^Tr_k|}{\|r_k\|^2}=1 . \tag{9}$$

For a complex source this ratio can lie anywhere between zero and one, and a small value warns of the first breakdown. If $H$ is complex symmetric, as with an absorbing potential, $h_k$ is in general not a squared norm, and the proof does not apply even for real $b$.

What does the recurrence do when it first meets $r_k^Tr_k=0$ with $r_k\neq0$? For $k\geq1$, $\beta_{k-1}=0$ and so $p_k=r_k$; for $k=0$ this is true by definition. If $r_k^TAr_k\neq0$, then $\alpha_k=0$. The iterate and the residual do not move, and the next coefficient is $\beta_k=0/0$. The process stops without having solved the system. If $r_k^TAr_k$ vanishes too, $\alpha_k$ is already undefined.

Three levels show this. Take $H=\operatorname{diag}(-1,0,1)$ in eV and $b=(\sqrt5,\sqrt5,i)^T$. The squares of the components of $b$ are $5,5,-1$, so $\mu_0=9$, $\mu_1=-6$ eV and $\mu_2=4$ eV$^2$. Thus $h_0=9$, but $D_2=9\cdot4-(-6)^2=0$, and $h_1=0$. With $z$ in eV, $b^TAb=9z+6$ and $\alpha_0=3/(3z+2)$. The component of $r_1$ on the level $\epsilon_i$ is

$$b_i\left[1-\frac{3(z-\epsilon_i)}{3z+2}\right]=\frac{b_i(2+3\epsilon_i)}{3z+2},
\qquad r_1=\frac{(-\sqrt5,\;2\sqrt5,\;5i)^T}{3z+2}.$$

The bilinear square is proportional to $5+20-25=0$, whatever $z$ is. The ordinary norm is $\sqrt{50}/|3z+2|$, which at $z=0.5+0.2i$ eV is $1.99$. The pivot survives:

$$r_1^TAr_1=\frac{5(z+1)+20z-25(z-1)}{(3z+2)^2}=\frac{30}{(3z+2)^2}\ \text{eV},$$

so the iteration stalls with $\alpha_1=0$. The next moments are $\mu_3=-6$ eV$^3$ and $\mu_4=4$ eV$^4$, and they give $D_3=-100$ eV$^6$. The moment matrix is regular again one dimension further on. A look-ahead method, which enlarges the space by more than one vector before imposing the orthogonality condition, can pass this point.

The pivot failure needs two levels. For $H=\operatorname{diag}(-1,1)$ eV and $b=(1,e^{i\pi/4})^T$, the squared components are $1$ and $i$. Then $b^Tb=1+i$, but at $z=i$ eV

$$b^TAb=(i+1)+i(i-1)=0 .$$

Here $\pi_1(h)=h-\mu_1/\mu_0=h-i$, and $z$ has been placed on its zero.

A residual that is nearly self-orthogonal also causes trouble. Let $m_j=b^TA^jb$. At the first step $\alpha_0=m_0/m_1$ and $r_1=b-\alpha_0Ab$, so

$$r_1^Tr_1=m_0-2\alpha_0m_1+\alpha_0^2m_2=-m_0+\frac{m_0^2m_2}{m_1^2},\qquad
\beta_0=-1+\frac{m_0m_2}{m_1^2}.$$

The next direction is

$$p_1=r_1+\beta_0b=\frac{m_0m_2}{m_1^2}\,b-\frac{m_0}{m_1}\,Ab . \tag{10}$$

When $m_0$ tends to zero while $m_1$ and $m_2$ tend to finite values, with $m_1\neq0$, $r_1$ tends to $b$ but $p_1$ shrinks in proportion to $m_0$. The recurrence forms this small vector by subtracting two nearly equal ones, $r_1$ and $-\beta_0b$. For normalized $b$ and machine precision $\varepsilon$, the coefficient $\beta_0$ is a quotient of two numbers of size $m_0$, each computed with an absolute error of order $\varepsilon$, so $\beta_0$ can be in error by $\varepsilon/|m_0|$. Since $p_1$ is itself proportional to $m_0$, its relative rounding error can grow as $\varepsilon/|m_0|^2$.

These effects appear in a model of one electron in a plane, with

$$H=-\tfrac12\nabla^2+\tfrac12(k_xx^2+k_yy^2)$$

inside a square box with hard walls. The box has a side of $9.0$ Å, with $17\times17$ interior points at a spacing of $0.5$ Å and the five-point difference formula for $\nabla^2$. In the units of the example, $\hbar^2/2m=3.81$ eV Å$^2$. The energy is $z=5.0+0.5i$ eV. The anisotropic well has $k_x=0.6$ and $k_y=0.9$ eV/Å$^2$. Diagonalization of its $289\times289$ matrix gives lowest levels at $2.39$, $4.66$, $5.05$ and $7.26$ eV, so $E$ lies inside the spectrum. These are levels of the $0.5$ Å grid; as the spacing goes to zero in the same box they rise to $2.40$, $4.69$, $5.09$ and $7.37$ eV.

Take first a normalized real Gaussian source, $\exp(-|\mathbf r-\mathbf r_0|^2/2\sigma^2)$ with $\sigma=0.8$ Å and $\mathbf r_0=(0.7,-0.4)$ Å. In one double-precision run COCG reduces the residual to $10^{-10}$ of $\|b\|$ in $87$ steps. The residual norm rises in $14$ of them and reaches $4.2\,\|b\|$ at its largest. The step count moves by a few units when the order of the floating-point operations is changed. Over the first $15$ steps the ratio (9) equals one to within rounding error. Later in the run it can fall well below one, by an amount that depends on the order of the operations, and the iteration still converges. After $15$ steps the residual norm is still $0.65$, while the error of $b^TGb$, measured against a direct solution, is $0.031$ eV$^{-1}$. Equation (5) bounds this error by $\|r_k\|^2/\eta=0.65^2/0.5\approx0.84$ eV$^{-1}$, since $\|A^{-1}\|\le1/\eta$ for real $H$. The actual value is much smaller than the bound.

Now take a source that carries angular momentum. Let $u$ and $v$ be the normalized real vectors proportional to $x\,e^{-r^2/2s^2}$ and $y\,e^{-r^2/2s^2}$, with $s=1.2$ Å, and let $b=(u+iv)/\sqrt2$. Then $b^\dagger b=1$, but

$$b^Tb=\tfrac12(u^Tu-v^Tv)+iu^Tv=0 .$$

The first residual is already self-orthogonal.

How serious this is depends on the well. If $k_x=k_y$, the reflection $x\to-x$ gives $u^Tf(H)v=0$ for every polynomial $f$, and the exchange of $x$ and $y$ gives $u^Tf(H)u=v^Tf(H)v$. All the bilinear moments $b^TH^jb$ therefore vanish. Every vector in the Krylov space satisfies the orthogonality condition on its residual, so the condition selects none of them. Look-ahead with the same shadow space cannot help.

In the anisotropic well the reflection still removes the cross term, but the exchange symmetry is lost in the potential. The kinetic terms cancel, and with $\langle\cdot\rangle_u$ the average over $u^2$,

$$b^TAb=-\tfrac12(u^THu-v^THv)=\tfrac14(k_y-k_x)\left(\langle x^2\rangle_u-\langle y^2\rangle_u\right).$$

For the Gaussian in unbounded space, $\langle x^2\rangle_u=\tfrac32s^2$ and $\langle y^2\rangle_u=\tfrac12s^2$. This gives $\tfrac14(0.3)(1.44)=0.108$ eV, and the grid gives the same value to three digits. The pivot is finite, and in exact arithmetic $\alpha_0=0$ and COCG stalls at $x=0$.

The approach to this point follows (10). With the source $\cos\phi\,u+i\sin\phi\,v$, for which $b^Tb=\cos2\phi$, the ratio $\|p_1\|/\|r_1\|$ is $3.5\times10^{-3}$ at $b^Tb=10^{-4}$ and $3.5\times10^{-5}$ at $b^Tb=10^{-6}$.

Since $H$ is real, the cure is to solve for the real and imaginary parts of the source separately. From $Ax_u=u$ and $Ax_v=v$,

$$x=\frac{x_u+ix_v}{\sqrt2}.$$

Each real source is protected by the proof above. The two runs take $35$ and $36$ steps to the same relative tolerance. The physical quantity here is $b^\dagger Gb$, with a conjugate on the left, and not $b^TGb$. Because $G^T=G$, the cross terms $u^TGv-v^TGu$ cancel, and

$$b^\dagger Gb=\tfrac12(u^TGu+v^TGv)=0.241-1.316i\ \text{eV}^{-1}.$$

The spectral weight of the source at $E$, broadened by $\eta$, is

$$-\frac1\pi\operatorname{Im}b^\dagger Gb=\frac{1.316}{\pi}=0.419\ \text{eV}^{-1}=11.4\ \text{hartree}^{-1}.$$

These values belong to the $0.5$ Å grid. As the spacing is refined, the spectral weight changes only to $0.420$ eV$^{-1}$, but the real part of $b^\dagger Gb$, which is sensitive to the position of the levels near $E$, falls from $0.241$ to about $0.16$ eV$^{-1}$. A normalized source lying wholly on one level at $E$ would give $1/(\pi\eta)=0.637$ eV$^{-1}$. The source thus has a substantial response at an energy where COCG, applied to it directly, cannot take its first step.
